# Spin-Orbit Coupling in k·p Theory: From p to π

**Q.** Without spin-orbit coupling, $\mathbf k\cdot\mathbf p$ theory has one term linear in $\mathbf k$, namely $(\hbar/m)\,\mathbf k\cdot\mathbf p$. I am told that spin-orbit coupling changes the operator in that term. Which Hamiltonian do you start from?

**A.** From an electron of mass $m$ in a periodic potential energy $V(\mathbf r)$:

$$H=\frac{p^2}{2m}+V+H_{\rm so},\qquad H_{\rm so}=\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),$$

with $\mathbf p=-i\hbar\nabla$ and $\boldsymbol\sigma$ the Pauli matrices. I assume that $V$ is local and independent of spin. Two other relativistic corrections of order $1/c^2$ are left out. The Darwin term is a function of position and could be absorbed in $V$ outside $H_{\rm so}$. The mass-velocity term, $-p^4/8m^3c^2$, would add its own spin-independent correction to the linear term. I make no claim that it is smaller than the one derived here.

**Q.** In $H_{\rm so}$ the momentum sits inside a cross product. How can a factor $\mathbf k\cdot(\dots)$ come out of that?

**A.** By a cyclic rearrangement. With summation over repeated indices,

$$\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)=\epsilon_{ijl}\,\sigma_i(\partial_jV)\,p_l=(\boldsymbol\sigma\times\nabla V)_l\,p_l ,$$

because $(\boldsymbol\sigma\times\nabla V)_l=\epsilon_{lij}\sigma_i\partial_jV$ and $\epsilon_{lij}=\epsilon_{ijl}$. The factor $\partial_jV$ stands to the left of $p_l$ in both forms, so nothing has been commuted. Writing $\mathbf A=\boldsymbol\sigma\times\nabla V$,

$$H_{\rm so}=\frac{\hbar}{4m^2c^2}\,\mathbf A\cdot\mathbf p .$$

**Q.** A product of two Hermitian operators need not be Hermitian. Is $\mathbf A\cdot\mathbf p$?

**A.** Yes, since the two orders agree:

$$\mathbf p\cdot\mathbf A-\mathbf A\cdot\mathbf p=-i\hbar\,\partial_lA_l=-i\hbar\,\epsilon_{ijl}\,\sigma_i\,\partial_l\partial_jV=0 .$$

The second derivative is symmetric in $j,l$ and $\epsilon_{ijl}$ is antisymmetric.

**Q.** Then put in a Bloch function.

**A.** Let $\psi=e^{i\mathbf k\cdot\mathbf r}u$, where $u$ is a two-component spinor with the period of the lattice. The product rule gives

$$\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}u)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u .$$

The phase factor commutes with $V$, $\nabla V$ and $\boldsymbol\sigma$. Therefore $H\psi=E\psi$ becomes $H_{\mathbf k}u=Eu$ with every $\mathbf p$ shifted by $\hbar\mathbf k$:

$$H_{\mathbf k}=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V+\frac{\hbar}{4m^2c^2}\,\mathbf A\cdot(\mathbf p+\hbar\mathbf k).$$

Since $\mathbf k$ is a constant vector, $(\mathbf p+\hbar\mathbf k)^2=p^2+2\hbar\mathbf k\cdot\mathbf p+\hbar^2k^2$. The terms without $\mathbf k$ form $H_{\mathbf k=0}=p^2/2m+V+H_{\rm so}$. The linear terms are

$$\frac{\hbar}{m}\mathbf k\cdot\mathbf p+\frac{\hbar^2}{4m^2c^2}\mathbf k\cdot\mathbf A
=\frac{\hbar}{m}\,\mathbf k\cdot\Big(\mathbf p+\frac{\hbar}{4mc^2}\mathbf A\Big).$$

Hence, exactly for this $H$,

$$H_{\mathbf k}=H_{\mathbf k=0}+\frac{\hbar^2k^2}{2m}+\frac{\hbar}{m}\,\mathbf k\cdot\boldsymbol\pi,\qquad
\boldsymbol\pi=\mathbf p+\frac{\hbar}{4mc^2}\,\boldsymbol\sigma\times\nabla V .$$

One power of $m$ has moved from the prefactor $1/4m^2c^2$ into the common factor $\hbar/m$.

**Q.** So $\mathbf p$ became $\boldsymbol\pi$ in the linear term, yet $H_{\rm so}$ is still there in $H_{\mathbf k=0}$. Should I not replace $\mathbf p$ in $p^2/2m$ as well?

**A.** Then you would have to drop $H_{\rm so}$, or you would count it twice. Using $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$,

$$\frac{\pi^2}{2m}=\frac{p^2}{2m}+\frac{\hbar}{4m^2c^2}\mathbf A\cdot\mathbf p+\frac{\hbar^2A^2}{32m^3c^4}.$$

The middle term is $H_{\rm so}$. For the last one, $A^2=\sigma_j\sigma_j|\nabla V|^2-(\boldsymbol\sigma\cdot\nabla V)^2=(3-1)|\nabla V|^2$. So $\pi^2/2m+V$ equals $H$ plus $\hbar^2|\nabla V|^2/16m^3c^4$. That surplus is formally of order $1/c^4$, but near a point nucleus it grows as $r^{-4}$, and its average in an $s$ state diverges. I therefore keep $p^2/2m$ and $H_{\rm so}$ as they stand and make the replacement in the linear term.

**Q.** Is $\boldsymbol\pi$ more than a convenient grouping?

**A.** It is $m$ times the velocity operator. From $[p^2,r_i]=-2i\hbar p_i$ and $[\mathbf A\cdot\mathbf p,r_i]=-i\hbar A_i$,

$$\frac{i}{\hbar}[H,r_i]=\frac{i}{\hbar}\Big(-\frac{i\hbar}{m}p_i-\frac{i\hbar^2}{4m^2c^2}A_i\Big)=\frac{\pi_i}{m}.$$

The slope of a band must follow it. For a nondegenerate band with normalized $u$, the derivative of $E=\langle u|H_{\mathbf k}|u\rangle$ contains no contribution from the change of $u$, because $u$ is an eigenstate and its norm is fixed. This leaves

$$\frac{\partial E}{\partial(\hbar\mathbf k)}=\frac{\langle\hbar\mathbf k+\boldsymbol\pi\rangle}{m}.$$

**Q.** Show me a case where $\mathbf p$ alone gives the wrong slope.

**A.** Take a two-dimensional crystal with $\hbar=m=1$, spin up along $z$, and

$$V=\cos x+0.8\cos y+0.7\cos(x+y+0.9),$$

which has no inversion symmetry. Write $\lambda$ for $1/4c^2$ and exaggerate it to $\lambda=0.30$. Since $(\hat{\mathbf z}\times\nabla V)_x=-\partial_yV$, the slope along $x$ should be $k_x+\langle p_x\rangle-\lambda\langle\partial_yV\rangle$. For the lowest band at $\mathbf k=(0.30,0.10)$, finite differences of the energy give $0.00925$, and so does this formula. Leaving out the added part gives $0.01105$, too large by 19% of the true slope. The numerical check asserts both the agreement and the failure.

**Q.** With $\lambda$ exaggerated. Suppose that for a real solid we drop the added part and keep $H_{\rm so}$ at $\mathbf k=0$. Both carry the same $1/4m^2c^2$ and the same $\nabla V$. How can one matter and the other not?

**A.** They differ in what multiplies $\nabla V$: the momentum operator in one, the number $\hbar\mathbf k$ in the other. First take the on-site term. Near a nucleus $V$ is nearly spherical, so $\nabla V=(V'/r)\,\mathbf r$ with $V'=dV/dr$, and

$$H_{\rm so}=\frac{\hbar}{4m^2c^2}\frac{V'}{r}\,\boldsymbol\sigma\cdot\mathbf L,\qquad \mathbf L=\mathbf r\times\mathbf p .$$

Squaring $\mathbf J=\mathbf L+\hbar\boldsymbol\sigma/2$ gives $J^2=L^2+\tfrac34\hbar^2+\hbar\,\boldsymbol\sigma\cdot\mathbf L$, hence

$$\boldsymbol\sigma\cdot\mathbf L=\hbar\,[\,j(j+1)-l(l+1)-\tfrac34\,].$$

For $l=1$ this is $\hbar(\tfrac{15}{4}-2-\tfrac34)=\hbar$ when $j=\tfrac32$, and $\hbar(\tfrac34-2-\tfrac34)=-2\hbar$ when $j=\tfrac12$. To first order in $H_{\rm so}$, a $p$ shell splits by

$$\Delta=\frac{\hbar}{4m^2c^2}\Big\langle\frac{V'}{r}\Big\rangle\,[\hbar-(-2\hbar)]=\frac{3\hbar^2}{4m^2c^2}\Big\langle\frac{V'}{r}\Big\rangle .$$

The added term contains $kV'$ where the on-site term contains $V'/r$. Their ratio is thus of order $kr$, with $r$ taken where the spin-orbit weight lies.

**Q.** And where is that? Give me numbers for a real element.

**A.** Silicon serves. I use the free atom to describe the region near the nucleus: all electrons, nonrelativistic orbitals, exchange-only local density theory, and a spherical density without spin polarization. In the $3p$ state, 90% of the integral $\langle V'/r\rangle$ is collected within $0.29$ bohr of the nucleus. The mean radius, weighted with the integrand, is $0.164$ bohr. For the wavevector I choose the round value $k=0.50$ bohr$^{-1}$, of the order of a zone-boundary value. Then

$$k\,\bar r=0.50\times0.164=0.082 .$$

In this core region the phase $\mathbf k\cdot\mathbf r$ hardly changes, while the $p$ orbital changes sign across the nucleus within that same small distance.

**Q.** Eight per cent is small, but I would not call it negligible. Besides, $\nabla V$ is odd about the nucleus, so your added term has no average in a $p$ orbital.

**A.** Both points are fair. The added term must connect states of opposite parity, such as $s$ and $p$, and its matrix elements there can be found without guessing. Let $n,n'$ be orbital eigenstates of $H_0=p^2/2m+V$, either in the atom or as periodic functions at $\mathbf k=0$. Since $\mathbf p$ commutes with $p^2$,

$$[\mathbf p,H_0]=[\mathbf p,V]=-i\hbar\nabla V .$$

Take the matrix element, letting $H_0$ act to the right in the first term and to the left in the second:

$$-i\hbar\,\langle n|\nabla V|n'\rangle=\langle n|\mathbf pH_0-H_0\mathbf p|n'\rangle=(E_{n'}-E_n)\,\mathbf p_{nn'} .$$

Division by $-i\hbar$, with $1/(-i)=i$, gives

$$\langle n|\nabla V|n'\rangle=\frac{i}{\hbar}(E_{n'}-E_n)\,\mathbf p_{nn'} .$$

Inserted in $\boldsymbol\pi$, this leaves an operator on spin alone:

$$\boldsymbol\pi_{nn'}=\mathbf p_{nn'}+\frac{i\,(E_{n'}-E_n)}{4mc^2}\,\boldsymbol\sigma\times\mathbf p_{nn'} .$$

The force near the nucleus is huge, yet its matrix element is fixed by an energy difference between the two states. Between degenerate states it vanishes. Otherwise the added part is smaller than $\mathbf p$ by a factor of order $|E_{n'}-E_n|/4mc^2$.

**Q.** If the force has zero average in every eigenstate, your two-dimensional crystal should have shown no difference.

**A.** The identity holds for eigenstates of $H_0$. The crystal states were eigenstates of the full $H$, where $\langle[\mathbf p,H]\rangle=0$ gives instead

$$\langle\partial_jV\rangle=-\frac{\hbar}{4m^2c^2}\,\langle(\boldsymbol\sigma\times\nabla\partial_jV)\cdot\mathbf p\rangle$$

for Bloch functions $\psi$. The average force is itself of order $1/c^2$, so its contribution to the velocity is of order $1/c^4$. With $\lambda=0.30$ that is visible. With the true $c$ it is a correction to an already small term.

**Q.** Now compare the added term with $\Delta$ in silicon.

**A.** Put $\mathbf k$ along $z$. Then $\mathbf k\cdot\mathbf A=k(\sigma_x\partial_yV-\sigma_y\partial_xV)$. Between $3s$ and $3p_x$ the derivative $\partial_yV$ drops out by symmetry, and $\sigma_y$ has eigenvalues $\pm1$. The coupling therefore has magnitude

$$W=\frac{\hbar^2k}{4m^2c^2}\,\big|\langle 3s|\partial_xV|3p_x\rangle\big| .$$

In atomic units ($\hbar=m=1$) the prefactor $\hbar^2/4m^2c^2$ is one hartree divided by $4mc^2$, times bohr$^2$. Here $4mc^2=2.044$ MeV and one hartree is $27.21$ eV. The computed integrals are $\langle V'/r\rangle=28.62$ hartree/bohr$^2$ and $|\langle\partial_xV\rangle|=0.0781$ hartree/bohr, so

$$\Delta=\frac{3\times28.62\times(27.21\ {\rm eV})^2}{2.044\times10^6\ {\rm eV}}=0.0311\ {\rm eV},$$

$$W=\frac{0.50\times0.0781\times(27.21\ {\rm eV})^2}{2.044\times10^6\ {\rm eV}}=1.41\times10^{-5}\ {\rm eV}.$$

That is $31$ meV against $14$ µeV, and $W/\Delta=4.5\times10^{-4}$. Since $W$ is proportional to $k$ and $\Delta$ does not depend on it, the ratio falls further towards $\mathbf k=0$.

**Q.** Your estimate was $0.082$. Where did the other factor of nearly two hundred go?

**A.** Most of it is cancellation. If the radial integrand of $\langle3s|\partial_xV|3p_x\rangle$ is replaced by its absolute value, the result is $3.58$ hartree/bohr, which is $46$ times the true element. It would give $W=0.65$ meV and a ratio of $0.021$. The remaining factor of about four between $0.082$ and $0.021$ reflects the cruder comparison: $k\bar r$ used the $3p$ density in both integrals and ignored the angular factors and the $3$ in $\Delta$.

The cancellation is what the force identity demands. The levels lie $6.566$ eV apart, or $0.2413$ hartree, and $|\langle3s|p_x|3p_x\rangle|=0.3236\,\hbar$/bohr. Their product is $0.0781$ hartree/bohr, equal to the directly integrated force.

**Q.** You compare an off-diagonal coupling with a splitting. What does $W$ do to the energies?

**A.** By itself it acts in second order. One might expect a larger effect from combining it with the ordinary coupling $\hbar k|p_{sp}|/m=4.40$ eV, which for $\mathbf k$ along $z$ joins $3s$ to $3p_z$; here $p_{sp}=\langle3s|p_z|3p_z\rangle$, equal by spherical symmetry to $\langle3s|p_x|3p_x\rangle$. Going from $p_z$ to $s$ by the ordinary coupling and from $s$ to $p_x$ by $W$ gives, through the $3s$ state alone, a contribution to the element between $p_x$ and $p_z$ of size

$$\frac{W\,(\hbar k|p_{sp}|/m)}{|E_p-E_s|}=\frac{14.1\ \text{µeV}\times4.40}{6.57}\approx 9\ \text{µeV}.$$

But $3s$ is only one path. Every $s$ and $d$ state $l$, core and continuum included, contributes, and the two couplings can act in either order. Write $x,z$ for the orbitals $3p_x,3p_z$ and $p^x,p^z$ for the momentum components. The force identity gives $\langle x|\partial_xV|l\rangle=(i/\hbar)(E_l-E_p)\,p^x_{xl}$ and $\langle l|\partial_xV|z\rangle=(i/\hbar)(E_p-E_l)\,p^x_{lz}$. The energy denominators $E_p-E_l$ therefore cancel, and the whole element is proportional to

$$\sum_l\big(p^z_{xl}\,p^x_{lz}-p^x_{xl}\,p^z_{lz}\big)=\langle x|[p^z,p^x]|z\rangle=0 .$$

The states of the $3p$ shell itself do not enter, by parity. The $d$ states cancel the $s$ states, and nothing of order $k^2/c^2$ is added to the on-site element $\Delta/3$. A model that keeps only $3s$ and $3p$ misses this cancellation. What remains in the energies is of order $1/c^4$. For example, the added term acting twice, summed over the $d$ states, shifts $3p_z$ by an amount of order $0.01$ µeV at this $k$, far below $31$ meV.

**Q.** These are atomic numbers. Silicon is a crystal.

**A.** They are an estimate for the crystal, not a calculation of its bands. Bonding changes the amount of $p$ character near the nucleus, and band separations replace $E_p-E_s$. The force identity itself carries over to periodic functions; the numerical check asserts it for the two-dimensional crystal as well. To make $W$ comparable with $\Delta$, these changes would have to supply a factor of about two thousand.

**Q.** When would you refuse to drop the added term?

**A.** First, when $\Delta$ is zero by symmetry, as in a purely $s$-like band, a comparison with $\Delta$ means nothing. The matrix elements of the added part can still be compared with those of $\mathbf p$, though this ratio does not by itself give the change of an energy. For the silicon pair it is

$$\frac{|E_p-E_s|}{4mc^2}=\frac{6.566\ {\rm eV}}{2.044\times10^6\ {\rm eV}}=3.2\times10^{-6}.$$

Second, $\boldsymbol\sigma\times\mathbf p_{nn'}$ points in a different direction from $\mathbf p_{nn'}$ and acts on spin. It can couple states that $\mathbf k\cdot\mathbf p$ leaves uncoupled, as it did above for $s$ and $p_x$ with $\mathbf k$ along $z$. If the quantity sought is a splitting that vanishes in all the terms you have kept, a small term may not be discarded merely for being small.

Third, the ratio to $\mathbf p$ grows with the energy difference, so couplings to deep core levels are less strongly suppressed than those between valence bands.

Finally, the form of $\boldsymbol\pi$ rests on a local $V$. A nonlocal potential $V_{\rm nl}$ fails to commute with $\mathbf r$, and the velocity then gains a further term $(i/\hbar)[V_{\rm nl},\mathbf r]$, which is present even without spin-orbit coupling. If $V_{\rm nl}$ itself depends on spin, as in pseudopotentials that include spin-orbit coupling, this term can depend on spin too. It is not covered by the estimate given here.

## Calculated quantities

```
2D crystal test (hbar = m = 1, lattice period 2 pi)
  spin-orbit strength lambda = 0.30 (model units)
  wavevector kx, ky = 0.30, 0.10 (model units)
  band slope, finite difference = 0.0092474 (model units)
  slope from hbar k + pi = 0.0092474 (model units)
  slope from hbar k + p only = 0.0110472 (model units)
Silicon atom, exchange-only LDA, all-electron
  nuclear charge Z = 14 (elementary charges)
  virial ratio -V/T = 2.0000000 (dimensionless)
  3s level = -9.772 eV
  3p level = -3.206 eV
  3p-3s energy difference = 6.566 eV
  <V'/r> in 3p = 28.616 hartree/bohr^2
  on-site splitting Delta = 31.099 meV
  mean radius of on-site integrand = 0.1636 bohr
  radius holding 90% of on-site integral = 0.29 bohr
  chosen wavevector k = 0.50 1/bohr
  same wavevector = 0.945 1/angstrom
  k times mean radius = 0.0818 (dimensionless)
  |<3s|p_x|3p_x>| = 0.32364 hbar/bohr
  |<3s|dV/dx|3p_x>| = 0.07810 hartree/bohr
  energy difference times |p| = 0.07810 hartree/bohr
  same integral of absolute value = 3.5835 hartree/bohr
  cancellation factor = 45.9 (dimensionless)
  added term W = 14.146 micro-eV
  W without cancellation = 649.1 micro-eV
  W/Delta = 4.549e-04 (dimensionless)
  W/Delta without cancellation = 2.087e-02 (dimensionless)
  ordinary k.p element k|p| = 4.403 eV
  4 m c^2 = 2.0440 MeV
  added part of pi relative to p = 3.212e-06 (dimensionless)
```
